# Axial strain of a germanium core inside a coherent silicon shell

**Problem.** A long, free-standing nanowire has a cylindrical germanium core of radius $R_c=5$ nm and a concentric silicon shell of thickness $t=2$ nm, so its outer radius is $R_s=7$ nm. The interface is coherent: every lattice plane across the wire continues from core to shell. Take both materials to have the same elastic moduli. Find the axial strain of the core, measured from relaxed germanium, far from the ends of the wire.

The lattice constants are rough typical values, $a_{\rm Ge}=0.566$ nm and $a_{\rm Si}=0.543$ nm. Lengths are in nm and stresses in GPa, so forces come out in GPa nm$^2$ = nN. Tensile strain and stress are positive.

## A tempting solution

Germanium has the larger lattice constant, by $0.023$ nm in about $0.55$ nm, or 4.2 percent. Coherence forces a common axial spacing, so the core is compressed, the shell is stretched, and the two strains differ by this misfit $f$:

$$\varepsilon_s-\varepsilon_c=f .$$

Draw the wire in lengthwise section. From the axis outward there are 5 nm of germanium and then 2 nm of silicon. As in a stack of flat films, each layer carries a force proportional to modulus, thickness and strain. With equal moduli and no net force,

$$R_c\,\varepsilon_c+t\,\varepsilon_s=0 .$$

Putting $\varepsilon_s=\varepsilon_c+f$ into this gives $(R_c+t)\varepsilon_c=-tf$, hence

$$\varepsilon_c=-\frac{t}{R_c+t}\,f=-\frac27\times4.2\%\approx-1.2\% .$$

The core would be compressed by 1.2 percent.

## Where it fails

The sign, the misfit and the idea of balancing forces are sound. The fault is the weight given to each layer. Force is stress times area, and in a cylinder a layer of thickness $dr$ at radius $r$ has area $2\pi r\,dr$. The outer nanometres count for more than the inner ones.

The flat strip seen in the drawing is not a body on which the axial forces must balance by themselves. Near the wire's ends, where stress passes between shell and core, the neighbouring material exerts axial shear forces on the strip's flat faces. A body that does balance is a wedge bounded by two half-planes that meet on the axis. In an axially symmetric, untwisted wire the wedge's side faces carry hoop stress, which is normal to them and has no axial component. The outer surface and the ends are free, so the axial force through any cross-section of the wedge is zero. The wedge has width $r\,\delta\theta$, which grows with radius, and this restores the area weighting.

The size of the error shows in the force that the tempting strains would leave. With the misfit $f=4.15$ percent found below, they are $-1.19$ and $+2.96$ percent. The core and shell areas are 78.54 and 75.40 nm$^2$. For a common Young's modulus of 150 GPa, the sum of $E\varepsilon A$ is

$$150\,(-0.0119\times78.54+0.0296\times75.40)\approx+195\ \text{nN}.$$

Nothing holds the free wire against this tension. It shortens, and the core is compressed further.

## The right solution

**Areas.** The two cross-sections are

$$A_c=\pi R_c^2=25\pi=78.54\ \text{nm}^2,\qquad A_s=\pi(R_s^2-R_c^2)=24\pi=75.40\ \text{nm}^2 .$$

The shell therefore holds the fraction

$$\phi=\frac{A_s}{A_c+A_s}=1-\frac{R_c^2}{R_s^2}=\frac{24}{49}=0.490$$

of the section, nearly half. Strain changes these areas by a few percent at most, a correction of higher order that is dropped.

**Coherence.** Let $a_z$ be the common axial spacing, scaled so that it would equal the lattice constant in a relaxed crystal. Each strain is measured from the material's own relaxed lattice:

$$\varepsilon_c=\frac{a_z}{a_{\rm Ge}}-1,\qquad \varepsilon_s=\frac{a_z}{a_{\rm Si}}-1 .$$

**Force balance.** For now let each part obey the one-dimensional law $\sigma=E\varepsilon$; the radial squeeze is treated afterwards. No external force acts along the wire, so

$$EA_c\varepsilon_c+EA_s\varepsilon_s=0 .$$

The common modulus cancels. Inserting the strains,

$$a_z\left(\frac{A_c}{a_{\rm Ge}}+\frac{A_s}{a_{\rm Si}}\right)=A_c+A_s ,$$

$$a_z=\frac{78.54+75.40}{78.54/0.566+75.40/0.543}=0.5545\ \text{nm}.$$

The strains follow:

$$\varepsilon_c=\frac{0.5545}{0.566}-1=-2.03\%,\qquad \varepsilon_s=\frac{0.5545}{0.543}-1=+2.12\% .$$

**The core is compressed by about 2.0 percent.** The forces $E\varepsilon A$ are now $-239$ nN in the core and $+239$ nN in the shell.

**Formula.** Define $f=\varepsilon_s-\varepsilon_c=4.15$ percent. Dividing the force balance by $E(A_c+A_s)$ gives $(1-\phi)\varepsilon_c+\phi\varepsilon_s=0$. With $\varepsilon_s=\varepsilon_c+f$ this becomes

$$\varepsilon_c=-\phi f,\qquad \varepsilon_s=(1-\phi)f .$$

The misfit is shared so that the part with the larger area takes the smaller strain. Dividing the lattice difference by $a_{\rm Si}$ or by $a_{\rm Ge}$, instead of using this $f$, would give $-2.07$ or $-1.99$ percent. That spread is of second order in the misfit.

**Limits.** Since $R_s^2-R_c^2=t(R_s+R_c)$, the correct fraction exceeds the thickness fraction $t/R_s$ by the factor $(R_s+R_c)/R_s$. Here it is $12/7$, which turns 1.19 percent into 2.03 percent. For a very thin shell the factor tends to 2, with $\phi\to2t/R_c$. For a very thick shell it tends to 1, and the core takes up the whole misfit. Thickness weighting is correct for a flat slab coated equally on both faces, where area is proportional to thickness.

## Does the radial squeeze change the answer?

The shell also grips the core from the side, and a squeezed core tends to lengthen. The law $\sigma=E\varepsilon$ omits this. In linear isotropic elasticity, Hooke's law for the axial strain is

$$E\varepsilon_z=\sigma_z-\nu(\sigma_r+\sigma_\theta),$$

where $\nu$ is Poisson's ratio. Far from the ends, radial equilibrium reads $d\sigma_r/dr+(\sigma_r-\sigma_\theta)/r=0$, so $\sigma_\theta=\sigma_r+r\,d\sigma_r/dr$ and

$$\sigma_r+\sigma_\theta=2\sigma_r+r\frac{d\sigma_r}{dr}=\frac1r\frac{d}{dr}\left(r^2\sigma_r\right).$$

Integrate over the whole section. The radial stress is continuous at the interface and zero at the free surface, so

$$\int(\sigma_r+\sigma_\theta)\,dA=2\pi\left[r^2\sigma_r\right]_0^{R_s}=0 .$$

The integral of $\sigma_z$ is the net axial force, also zero. If $E$ and $\nu$ are common to both parts, then $\int\varepsilon_z\,dA=0$, which is the balance already used. The core strain is unchanged, whatever the common Poisson ratio.

The stresses do change. Let the misfit be $f$ in the transverse directions too, which is correct to leading order for two cubic crystals. For a radial displacement $u(r)$ and uniform axial strain, equilibrium reduces to $d(u'+u/r)/dr=0$, so $u=ar+b/r$. In the core $b=0$ and $\sigma_r=\sigma_\theta=-p$, where $p$ is the interface pressure. In the shell the stresses have the form

$$\sigma_r=\alpha-\frac{\beta}{r^2},\qquad \sigma_\theta=\alpha+\frac{\beta}{r^2}.$$

The condition $\sigma_r(R_s)=0$ gives $\beta=\alpha R_s^2$. The condition $\sigma_r(R_c)=-p$ then gives $\alpha=pR_c^2/(R_s^2-R_c^2)=p(1-\phi)/\phi$. At the interface the shell's hoop stress is $\sigma_\theta=2\alpha+p$, so

$$\sigma_\theta+p=2(\alpha+p)=\frac{2p}{\phi}.$$

Write $\sigma_z^c$ and $\sigma_z^s$ for the axial stresses in core and shell. Hooke's law for the hoop strains at the interface is

$$\text{shell: }E\varepsilon_\theta=\sigma_\theta+\nu p-\nu\sigma_z^s,\qquad \text{core: }E\varepsilon_\theta=-p+\nu p-\nu\sigma_z^c .$$

Their difference must equal $Ef$:

$$\frac{2p}{\phi}-\nu(\sigma_z^s-\sigma_z^c)=Ef .$$

Hooke's law for the axial strains gives $\sigma_z^c=E\varepsilon_c-2\nu p$ and $\sigma_z^s=E\varepsilon_s+2\nu\alpha$, so $\sigma_z^s-\sigma_z^c=Ef+2\nu p/\phi$. Substituting,

$$\frac{2p}{\phi}(1-\nu^2)=Ef(1+\nu)\quad\Rightarrow\quad p=\frac{Ef\phi}{2(1-\nu)} ,$$

$$\sigma_z^c=-Ef\phi-\frac{\nu Ef\phi}{1-\nu}=-\frac{Ef\phi}{1-\nu}=-2p .$$

For the round values $E=150$ GPa and $\nu=0.25$, the pressure is $p=2.03$ GPa and the core's axial stress is $-4.06$ GPa, against $E\varepsilon_c=-3.05$ GPa from the one-dimensional law. The true axial force in the core is $-319$ nN, balanced by $+319$ nN in the shell. The simple balance thus gives the right strain but underestimates the core stress by the factor $1-\nu$.

The core's transverse strain follows from $E\varepsilon_t=-p(1-\nu)+2\nu p=-p(1-3\nu)$ and is $-0.34$ percent for these round values. It is sensitive to the moduli: the separate direction-averaged moduli of germanium and silicon used in the next section give about $-0.63$ percent. With the full cubic anisotropy it also depends on direction: averaged over the core of a [110] wire it is about $-0.4$ percent along [001] and $-0.85$ percent along $[1\bar10]$. In all these cases the core is squeezed mainly along its axis, so a calculation of its bands should not use a purely hydrostatic strain.

A numerical minimization of the elastic energy over $u(r)$ and the axial strain, without these formulas, was done for $\nu=0$, 0.25 and 0.4. It reproduced $\varepsilon_c=-\phi f$ to within $10^{-8}$ in strain each time.

## How far the model can be trusted

**Unequal moduli.** Silicon is stiffer than germanium. In the one-dimensional balance each area is then weighted by its own modulus:

$$\varepsilon_c=-\frac{E_sA_s}{E_cA_c+E_sA_s}\,f .$$

Rough cubic elastic constants give, along a [110] axis, 138 GPa for germanium and 170 GPa for silicon, and a core strain of $-2.25$ percent. The [100] and [111] axes give $-2.27$ and $-2.23$ percent. The proof that radial coupling drops out needs equal moduli, so this case was also solved with the radial stresses included, using direction-averaged isotropic moduli and the same $f$. The result is $-2.27$ percent. Within linear elasticity, equal moduli thus understate the compression by about a tenth of its value. At strains of 2 percent linear elasticity is itself approximate: along [110] and [111] the compressed core stiffens and the stretched shell softens, and measured third-order elastic constants lower the compression in the one-dimensional balance by up to about 0.1 percentage points (most along [110], with little change along [100]). The second decimal of these values is therefore not significant.

**Surface stress.** A surface stress $\tau$ pulls the wire together with an axial force $2\pi R_s\tau$, which is a stress $-2\tau/R_s$ over the section, and with a lateral pressure $\tau/R_s$. By Hooke's law the added axial strain is

$$\Delta\varepsilon=\frac1E\left(-\frac{2\tau}{R_s}+\frac{2\nu\tau}{R_s}\right)=-\frac{2\tau(1-\nu)}{ER_s}.$$

For $\tau=1$ N/m, a rough size, this is $-0.14$ percent in core and shell alike.

**Temperature.** Germanium contracts more than silicon on cooling. With a constant expansion difference of roughly $3\times10^{-6}$ per K, cooling by 300 K lowers the misfit by 0.09 percentage points and the core compression by $\phi$ times that, 0.04 percentage points.

**Coherence.** This assumption matters most. A dislocation loop around the core can insert an extra plane into the stretched shell. If the Burgers vector has axial component $b_z$, the first loop in a long wire releases the work $Fb_z$, where $F=319$ nN is the true axial force. For a Burgers vector of length $b=a_z/\sqrt2=0.392$ nm lying along the axis, which a [110] wire allows, this is 781 eV; if half of it is axial, 391 eV. The cost is estimated with the line energy of a straight edge dislocation,

$$W\approx2\pi R_c\,\frac{Gb^2}{4\pi(1-\nu)}\ln\frac{kt}{b},$$

with shear modulus $G=60$ GPa. The core factor $k$ is uncertain: $k=1$ gives 313 eV and $k=4$ gives 579 eV. The formula also takes the shell thickness $t$ as the reach of the loop's strain field. That field extends into the core as well, and the elastic energy outside a dislocation core of radius $b/k$ is larger in this wire by roughly 190 eV, about 500 eV for $k=1$ and 765 eV for $k=4$. The work of the fully axial loop exceeds both, but for $k=4$ by only about 2 percent, well within the uncertainty of $k$, so the estimate does not decide whether even the fully axial loop pays for itself. Coherence is therefore a premise here, not a derived result. Even where loops would lower the energy, a barrier to forming the first one could preserve coherence, but that barrier has not been calculated.

If loops do form, one per length $L$, they reduce the average axial misfit by $b_z/L$ and the average core compression by $\phi b_z/L$. Fully axial loops 40 nm apart would remove about 0.5 percentage points; at a spacing of $b/f\approx9$ nm they would bring the average axial strain to zero, though local strains of about one percent of either sign would remain near the axis, and larger ones close to the loops.

**The real wire.** Germanium-silicon core-shell nanowires are made as hole channels, and a core about 10 nm across with a shell of a few nanometres is a realistic size. The shell thickness is a sensitive input: with the core radius held at 5 nm, the equal-modulus strain is $-1.70$ percent for a 1.5 nm shell and $-2.30$ percent for 2.5 nm. Oxidation consumes silicon and so moves a wire towards the first value, apart from any stress in the oxide itself. Contacts, a gate stack or a substrate that grips the wire add an axial force that the balance omits, and within roughly a diameter of a free end the strain is not uniform. For a free, coherent wire of the stated size, the estimates above put the core compression between about 2.0 and 2.4 percent; the unequal moduli and the surface stress already affect the first decimal. The numerical output below lists the values used.

## Calculated quantities

```
core radius 5.0 nm, shell thickness 2.0 nm
rough lattice constants: Ge 0.566 nm, Si 0.543 nm
core area 78.54 nm2, shell area 75.40 nm2
shell area fraction 0.4898
common axial spacing 0.5545 nm
misfit strain f 4.150 percent
CORE AXIAL STRAIN -2.032 percent
shell axial strain 2.117 percent
core strain for a 1.5 nm shell -1.70 percent
core strain for a 2.5 nm shell -2.30 percent
common moduli: E 150 GPa, Poisson ratio 0.25
E*eps*area: core -239.4 nN, shell 239.4 nN
E*eps in core -3.05 GPa
true core stress: axial -4.06 GPa, radial -2.03 GPa
true axial force in core -319.3 nN
core transverse strain -0.339 percent
rough C11, C12, C44 in GPa: Si (166.0, 64.0, 80.0) Ge (129.0, 48.0, 67.0)
axis (1, 0, 0): E Ge 103 GPa, E Si 130 GPa, core strain -2.27 percent
axis (1, 1, 0): E Ge 138 GPa, E Si 170 GPa, core strain -2.25 percent
axis (1, 1, 1): E Ge 155 GPa, E Si 189 GPa, core strain -2.23 percent
averaged E, nu: Ge 135 GPa, 0.199; Si 166 GPa, 0.217
core strain, radial solution, averaged moduli -2.27 percent
surface stress 1.0 N/m shifts strain by -0.14 percent
expansion difference 3e-06 per K, cooling 300 K
size of the thermal strain change 0.044 percent
Burgers vector length 0.392 nm, shear modulus 60 GPa
loop work released, Burgers vector axial 781 eV
loop work released, half of it axial 391 eV
loop line energy, cut-off factor 1: 313 eV, factor 4: 579 eV
```
